\section*{Two-centre sigma, pi and delta integrals of numerical orbitals by quadrature}

\section{Two atoms and one bond axis}

An electron in the $3d$ shell of a cobalt atom can move to the $3d$ shell of a neighbour. A tight-binding model describes this by a few numbers: an overlap and a Hamiltonian integral for each way in which the orbitals can face each other along the bond. The radial orbitals of a real atom are known as tables, so the integrals must be done numerically. In three dimensions that is costly, and the Coulomb singularities at the nuclei make it inaccurate unless the coordinates are chosen well.

Put atom A at $z=-h$ and atom B at $z=+h$, with $h=R/2$. The distances and polar angles measured from them are $r_a,\theta_a$ and $r_b,\theta_b$. Both polar axes point along $+z$, from A to B. Each orbital is
\[
\phi(\mathbf r)=\mathcal R(r)\,\Theta_{lm}(\theta)\,F_m(\varphi),\qquad
\int_0^\pi\Theta_{lm}^2\sin\theta\,d\theta=1,
\]
where $F_0=1/\sqrt{2\pi}$ and, for $m>0$, $F_m$ is $\cos m\varphi/\sqrt\pi$ or $\sin m\varphi/\sqrt\pi$. The labels $\sigma,\pi,\delta$ mean $m=0,1,2$.

\section{The smallest case by hand}

Take two $1s$ Slater orbitals, $\mathcal R=2\zeta^{3/2}e^{-\zeta r}$ and $\Theta_{00}=1/\sqrt2$. The exponent of their product contains $r_a+r_b$, which suggests using the sum and difference of the distances as coordinates:
\begin{equation}
\mu=\frac{r_a+r_b}{R}\ge1,\qquad \nu=\frac{r_a-r_b}{R}\in[-1,1],
\label{coord}
\end{equation}
so that $r_a=h(\mu+\nu)$ and $r_b=h(\mu-\nu)$. With $\rho$ the distance from the axis, $r_a^2=\rho^2+(z+h)^2$ and $r_b^2=\rho^2+(z-h)^2$. Subtracting gives $4hz=r_a^2-r_b^2=4h^2\mu\nu$, hence $z=h\mu\nu$. Then
\[
\rho^2=h^2\left[(\mu+\nu)^2-(\mu\nu+1)^2\right]=h^2(\mu^2-1)(1-\nu^2).
\]

The volume element is $\rho\,d\rho\,dz\,d\varphi$. From the last two results,
\[
\partial_\mu z=h\nu,\quad \partial_\nu z=h\mu,\quad
\rho\,\partial_\mu\rho=h^2\mu(1-\nu^2),\quad
\rho\,\partial_\nu\rho=-h^2\nu(\mu^2-1).
\]
The Jacobian determinant times $\rho$ has magnitude
\[
h^3\left[\nu^2(\mu^2-1)+\mu^2(1-\nu^2)\right]=h^3(\mu^2-\nu^2),
\]
and therefore
\begin{equation}
dV=h^3(\mu^2-\nu^2)\,d\mu\,d\nu\,d\varphi=h\,r_ar_b\,d\mu\,d\nu\,d\varphi .
\label{vol}
\end{equation}
The second form shows that a potential $1/r_a$ or $1/r_b$ leaves the integrand finite at the nucleus.

The azimuthal integral of $F_0^2$ is 1. With $p=\zeta R$ the exponential is $e^{-p\mu}$, and the constants combine to $h^3\cdot4\zeta^3\cdot\tfrac12=p^3/4$:
\[
S_{1s}=\frac{p^3}{4}\int_1^\infty\! d\mu\,e^{-p\mu}\int_{-1}^1\! d\nu\,(\mu^2-\nu^2)
=\frac{p^3}{2}\int_1^\infty\! d\mu\,e^{-p\mu}\left(\mu^2-\tfrac13\right).
\]
Define $A_i(p)=\int_1^\infty\mu^ie^{-p\mu}d\mu$. Integration by parts gives $A_i=e^{-p}/p+(i/p)A_{i-1}$, so $A_0=e^{-p}/p$ and $A_2=e^{-p}(1/p+2/p^2+2/p^3)$. Consequently
\[
S_{1s}=\frac{p^3e^{-p}}2\left(\frac{2}{3p}+\frac2{p^2}+\frac2{p^3}\right)
=e^{-p}\left(1+p+\frac{p^2}{3}\right).
\]
It tends to 1 when the atoms coincide, as normalization requires.

The same example shows how quadrature enters. The two-point Gauss rule on $[-1,1]$ has nodes $\pm1/\sqrt3$ and unit weights. Applied to $\mu^2-\nu^2$ it gives $2\mu^2-2/3$, the exact $\nu$ integral. An $n$-point Gauss rule integrates polynomials up to degree $2n-1$ without error, and here the degree is 2.

\section{A d orbital by hand}

For $m>0$ the angular factors matter. Take two $3d$ Slater orbitals with equal exponents in the $\delta$ arrangement. The radial function is $\mathcal R=Nr^2e^{-\zeta r}$ with $N^2=(2\zeta)^7/6!$, and $\Theta_{22}=\sqrt{15/16}\,\sin^2\theta$. Since $r\sin\theta=\rho$ for both centres, $r^2\Theta_{22}=\sqrt{15/16}\,\rho^2$ on each atom, and the product is $\tfrac{15}{16}\rho^4$. The constants give $N^2h^7=p^7/720$: four powers of $h$ come from $\rho^4$ and three from $dV$. Thus
\[
S_\delta=\frac{p^7}{720}\,\frac{15}{16}\int_1^\infty\! d\mu\,e^{-p\mu}(\mu^2-1)^2
\int_{-1}^1\! d\nu\,(\mu^2-\nu^2)(1-\nu^2)^2 .
\]
The integrals needed are $\int(1-\nu^2)^2d\nu=16/15$ and
$\int\nu^2(1-\nu^2)^2d\nu=2(\tfrac13-\tfrac25+\tfrac17)=16/105$. What remains under the $\mu$ integral is
\[
(\mu^2-1)^2\left(\mu^2-\tfrac17\right)=\mu^6-\tfrac{15}7\mu^4+\tfrac97\mu^2-\tfrac17 .
\]
Repeating the recurrence for $A_i$ gives
\begin{equation}
A_i(p)=e^{-p}\sum_{s=0}^{i}\frac{i!}{s!}\,\frac1{p^{\,i-s+1}} .
\label{A}
\end{equation}
The coefficients of $1/p$ and $1/p^2$ cancel: $1-\tfrac{15}7+\tfrac97-\tfrac17=0$ and $6-\tfrac{60}7+\tfrac{18}7=0$. Those of $p^{-3},\dots,p^{-7}$ are $\tfrac{48}7,\tfrac{480}7,\tfrac{2160}7,720,720$. Multiplication by $p^7/720$ yields
\[
S_\delta=e^{-p}\left(1+p+\frac{3p^2}7+\frac{2p^3}{21}+\frac{p^4}{105}\right).
\]
The same procedure, carried out symbolically for the other two arrangements, gives
\begin{align*}
S_\sigma&=e^{-p}\left(1+p+\tfrac{5p^2}{21}-\tfrac{2p^3}{21}-\tfrac{2p^4}{35}-\tfrac{p^5}{315}+\tfrac{p^6}{315}\right),\\
S_\pi&=e^{-p}\left(1+p+\tfrac{2p^2}7-\tfrac{p^3}{21}-\tfrac{p^4}{21}-\tfrac{p^5}{105}\right).
\end{align*}

Two limits can be read off. At large $p$ the highest powers give the signs $+,-,+$, and each step from $\sigma$ to $\pi$ to $\delta$ costs one power of $p$. At small $p$, expanding $e^{-p}$ gives $S_m=1-c_mp^2+\dots$ with $c_\sigma=\tfrac12-\tfrac5{21}=\tfrac{11}{42}$, $c_\pi=\tfrac3{14}$ and $c_\delta=\tfrac1{14}$. This can be checked by a different argument. A displacement by $R$ multiplies a plane-wave component by $e^{-ik_zR}$, so $S\simeq1-\tfrac12R^2\langle k_z^2\rangle$. Averaged over the five $d$ orbitals, $\langle k_z^2\rangle=\langle k^2\rangle/3$. The $3d$ Slater function is a hydrogen-like eigenstate of energy $-\hbar^2\zeta^2/2m_e$, and the virial theorem then gives $\langle k^2\rangle=\zeta^2$. The mean coefficient must be $1/6$, and indeed $(c_\sigma+2c_\pi+2c_\delta)/5=1/6$.

\section{The general integral}

Let $W(r_a,r_b)$ be any weight that depends on the two distances alone: 1 for an overlap, or a spherical atomic potential. Both atoms lie on the $z$ axis and share the azimuth $\varphi$, so the integral over $\varphi$ involves the product of the two functions $F$. It is 1 if they are the same function and 0 otherwise. The rest is
\begin{equation}
I_m=h^3\int_1^\infty\! d\mu\int_{-1}^1\! d\nu\,(\mu^2-\nu^2)\,
\mathcal R_a\Theta_{lm}(\theta_a)\,W\,\mathcal R_b\Theta_{l'm}(\theta_b),
\label{main}
\end{equation}
where $\cos\theta=(z\pm h)/r$ gives
\[
\cos\theta_a=\frac{1+\mu\nu}{\mu+\nu},\qquad
\cos\theta_b=\frac{\mu\nu-1}{\mu-\nu}.
\]
A weight without axial symmetry, such as the potential of a third atom off the axis, mixes different $F$, and (\ref{main}) no longer applies.

The order of the orbitals matters. Reflection $z\to-z$ exchanges the atoms and turns $\theta$ into $\pi-\theta$, under which $\Theta_{lm}$ acquires $(-1)^{l+m}$. The two factors multiply to $(-1)^{l+l'}$, so exchanging the orbitals, and with them the arguments of $W$, gives this sign. For a $1s$ Slater orbital with exponent $2\,\text{\AA}^{-1}$ on A and a $2p_\sigma$ Slater orbital with exponent $2.5\,\text{\AA}^{-1}$ on B, at $R=2$~\AA, the overlap is $-0.284$, and $+0.284$ after exchange. The first is negative because the $p$ lobe facing A is the negative one.

\subsection{Quadrature}

Use Gauss--Legendre nodes $\nu_j$ with weights $w_j$ for $\nu$. For $\mu$, map the half-line onto $[-1,1]$:
\[
\mu=1+\frac{1+x}{1-x}=\frac2{1-x},\qquad d\mu=\frac{2\,dx}{(1-x)^2}.
\]
With the same nodes for $x$,
\[
I_m\simeq h^3\sum_{i,j}\frac{2w_i}{(1-x_i)^2}\,w_j\,(\mu_i^2-\nu_j^2)\,G(\mu_i,\nu_j),
\]
where $G$ is the product $\mathcal R_a\Theta_{lm}W\mathcal R_b\Theta_{l'm}$. No node lies on a nucleus or at infinity. The map suits moderate $p$. The factor $e^{-p\mu}$ has width $1/p$ in $\mu$, so for very small or very large $p$ one should use $\mu=1+c(1+x)/(1-x)$ with $c$ of order $1/p$.

\subsection{Mulliken's sums}

For Slater functions $\mathcal R=Nr^{n-1}e^{-\zeta r}$, $N=(2\zeta)^{n+1/2}/\sqrt{(2n)!}$, the integral (\ref{main}) can be done in closed form. Write $r^l\Theta_{lm}=g_{lm}\,\rho^m\,Y_{lm}(z',r)$, where $z'$ is the height above the atom. The polynomials are $Y_{20}=3z'^2-r^2$ and otherwise $Y_{lm}=z'^{\,l-m}$ for $l\le2$. The squared constants are $g_{00}^2=\tfrac12$, $g_{10}^2=\tfrac32$, $g_{11}^2=\tfrac34$, $g_{20}^2=\tfrac58$, $g_{21}^2=\tfrac{15}4$, $g_{22}^2=\tfrac{15}{16}$.

In units of $h$, the heights are $1+\mu\nu$ and $\mu\nu-1$. One power of each distance comes from $\mu^2-\nu^2$. For $W=r_a^{-k}$ with $k=0$ or 1 the integrand is therefore an exponential times the polynomial
\[
(\mu+\nu)^{n_a-l-k}(\mu-\nu)^{n_b-l'}\,Y_aY_b\left[(\mu^2-1)(1-\nu^2)\right]^m
=\sum_{ij}c_{ij}\mu^i\nu^j .
\]
The powers are not negative because $n\ge l+1$. The exponent is $\zeta_ar_a+\zeta_br_b=p\mu+q\nu$ with $p=(\zeta_a+\zeta_b)h$ and $q=(\zeta_a-\zeta_b)h$. Counting powers of $h$, three from $dV$, $n_a-1+n_b-1$ from the radial functions and $-k$ from $W$, gives
\begin{equation}
I_m=N_aN_b\,g_{lm}g_{l'm}\,h^{n_a+n_b+1-k}\sum_{ij}c_{ij}A_i(p)B_j(q).
\label{mull}
\end{equation}
Here $B_j(q)=\int_{-1}^1\nu^je^{-q\nu}d\nu$. For $q=0$ it is $2/(j+1)$ for even $j$ and zero for odd $j$. For $q\ne0$, integration by parts gives
\[
B_j(q)=\frac{(-1)^je^q-e^{-q}}q+\frac jq\,B_{j-1}(q).
\]
At small $q$ this subtracts large numbers to leave a finite one, so extra digits are needed.

\section{Checks on Slater orbitals}

Quadrature with 80 points per dimension was tested against (\ref{mull}) for 52 overlaps and $1/r_a$ integrals, over all ordered pairs (like pairs included) of four orbitals with different exponents. The largest deviation is $2\times10^{-16}$ for overlaps, and the same in $\text{\AA}^{-1}$ for $1/r_a$. Since both sides rest on (\ref{vol}) and on the azimuthal step, a further test used neither. All 25 overlaps between five $d$ orbitals on A and five on B were summed on a Cartesian lattice. They reproduce the pattern $\sigma,\pi,\pi,\delta,\delta$ with zeros elsewhere, within $6\times10^{-7}$.

For numbers, take $\zeta=3\,\text{\AA}^{-1}$ and $R=2.5$~\AA, so $p=7.5$. The $\delta$ polynomial is
\[
1+7.5+24.11+40.18+30.13=102.92 ,
\]
and multiplication by $e^{-7.5}=5.531\times10^{-4}$ gives $S_\delta=0.0569$. The other two are $S_\sigma=0.1607$ and $S_\pi=-0.2059$. The $\pi$ overlap is the largest in magnitude, although $\sigma$ has the highest power of $p$. The leading $\sigma$ term, $p^6/315=565$, is reduced by the negative terms to a total of 291, whereas the $\pi$ polynomial adds up to $-372$. The order suggested by the large-$p$ limit has not yet been reached.

The error of $S_\sigma$ falls from $8\times10^{-6}$ with 10 points per dimension to $3\times10^{-10}$ with 20. For equal exponents the $\nu$ integrand is a polynomial of degree at most 6, which four points integrate exactly, so these errors come from the $\mu$ integral.

\section{Numerical orbitals of cobalt}

\subsection{The atom}

Let $\kappa=e^2/4\pi\varepsilon_0$ and $u=r\mathcal R$. The radial equation is
\[
-\frac{\hbar^2}{2m_e}\left[u''-\frac{l(l+1)}{r^2}u\right]+V(r)u=\varepsilon u,\qquad
V=-\frac{27\kappa}r+V_H-\kappa\left(\frac{3n}\pi\right)^{1/3}.
\]
The last term is the exchange-only local-density potential. With fixed occupation $3d^74s^2$, the density is $n=P/4\pi r^2$, where $P=\sum f u^2$ and $f$ are the shell occupations. The Hartree term follows from $(rV_H)''=-\kappa P/r$, with $rV_H=0$ at the origin and $27\kappa$ at the outer radius. The treatment is nonrelativistic, spherical and spin-restricted, without correlation.

The grid has 90 Legendre--Lobatto points $s_i$ on $[-1,1]$, mapped by
\[
r=\frac{L(1+s)}{1-s+\beta},\qquad s=\frac{r(1+\beta)-L}{r+L},\qquad r_{\max}=\frac{2L}\beta=16~\text{\AA}.
\]
With $J=dr/ds$, quadrature weights $\omega_i$ and the matrix $D$ that differentiates the interpolating polynomial, the integral $\int u'^2dr$ becomes $\sum_{ij}u_iK_{ij}u_j$, where $K_{ij}=\sum_kD_{ki}(\omega_k/J_k)D_{kj}$. Taking $\sqrt{\omega_iJ_i}\,u_i$ as unknowns gives a symmetric eigenvalue problem with matrix
\[
\frac{\hbar^2}{2m_e}\frac{K_{ij}}{\sqrt{\omega_iJ_i\omega_jJ_j}}
+\delta_{ij}\left[\frac{\hbar^2l(l+1)}{2m_er_i^2}+V(r_i)\right].
\]
The Hartree equation uses the same $K$. Each cycle replaces a quarter of the old potential by the new one until the levels settle.

Scaling all lengths by $1/\lambda$ multiplies the kinetic energy $T$ by $\lambda^2$ and every other term, including this exchange energy, by $\lambda$. Stationarity at $\lambda=1$ requires $E=-T$. This was tested and holds to a relative $10^{-13}$. The levels are $\varepsilon_{3d}=-7.46$~eV and $\varepsilon_{4s}=-4.59$~eV, and the mean $3d$ radius is $0.567$~\AA.

For (\ref{main}), $u$ and $rV$ are interpolated by quintic splines in $s$ and divided by $r$. Tabulating the Slater orbital in the same way changes its overlaps by less than $10^{-8}$.

\subsection{Hamiltonian integrals}

For the pair take $H=T+V_A+V_B$, with $T$ now the kinetic operator and the potentials those of neutral free atoms. Since $(T+V_B)\phi_b=\varepsilon_b\phi_b$,
\[
\langle a|H|b\rangle=\varepsilon_bS+\langle a|V_A|b\rangle .
\]
Acting to the left instead gives $\varepsilon_aS+\langle a|V_B|b\rangle$. For unlike orbitals the two expressions contain different levels and potentials, so their equality tests the atomic solution and the quadrature together. With $3d$ on A and $4s$ on B at 2.5~\AA, both give $-1.157153$~eV when the signs of the orbitals are chosen to make their overlap positive.

For equal levels, $W_m=\langle a|V_A|b\rangle=\langle a|H-\varepsilon|b\rangle$, which does not depend on the zero of energy. At four distances, in eV:
\begin{center}
\begin{tabular}{cccc}
$R$ (\AA) & $W_\sigma$ & $W_\pi$ & $W_\delta$\\
2.0 & $-1.799$ & $1.317$ & $-0.300$\\
2.5 & $-0.689$ & $0.429$ & $-0.082$\\
3.0 & $-0.275$ & $0.148$ & $-0.025$\\
3.5 & $-0.113$ & $0.054$ & $-0.008$
\end{tabular}
\end{center}
The distance 2.5~\AA\ is roughly that of nearest neighbours in hcp cobalt. There the values in joules are $-1.10\times10^{-19}$, $6.87\times10^{-20}$ and $-1.32\times10^{-20}$.

Each sign is opposite to that of the overlap, as expected where an attractive potential weights a region in which the orbital product has the sign of $S$. From 2.0 to 3.5~\AA\ the magnitudes fall by factors of about 16, 25 and 38, so $\delta$ bonds are the shortest ranged.

The integrals are not a common multiple of the overlaps. At 2.5~\AA\ the overlaps are $0.0320$, $-0.0295$ and $0.0078$, and $W_m/S_m$ is about $-22$, $-15$ and $-11$~eV. One energy factor times the overlap therefore cannot reproduce all three $W_m$ here.

The quadrature needs more points than for the Slater orbital. Ten per dimension give $W_\sigma=-0.655$~eV, an error of 5\% relative to the converged value; 20 give $-0.68927$ and 40 give $-0.68937$~eV. The comparison changes both the orbital and the weight, so it does not show which of them demands the extra points.

\subsection{From the integral to a hopping}

In an orthogonal tight-binding model the hopping is half the splitting of the two pair levels. Let $C=\langle a|V_B|a\rangle$ be the shift of an orbital by the other atom's potential. For two equal orbitals with even $l$, the combinations $\phi_a\pm\phi_b$ have energies
\[
E_\pm=\frac{\varepsilon+C\pm(\varepsilon S+W)}{1\pm S}=\varepsilon+\frac{C\pm W}{1\pm S},
\]
and half their difference is
\[
\frac{E_+-E_-}2=\frac{(C+W)(1-S)-(C-W)(1+S)}{2(1-S^2)}=\frac{W-SC}{1-S^2}.
\]
Thus $W$ is the hopping when $S^2\ll1$ and $|SC|\ll|W|$. The first condition holds at 2.5~\AA, where $S^2$ is about $10^{-3}$ at most. The second needs $C$, which (\ref{main}) cannot supply as it stands, because both orbitals sit on A; it can if $\phi_b$ is replaced by $\phi_a$ as a function of $r_a$ and $\theta_a$. At 2.5~\AA\ $C$ is about $-2.9$, $-2.6$ and $-2.4$~eV for $\sigma$, $\pi$ and $\delta$, so $SC$ is 13, 18 and 23\% of $W$. The second condition is therefore met only roughly: $W$ alone overstates the magnitude of the hopping by about 15, 22 and 30\%, and the full expression $(W-SC)/(1-S^2)$ should be used.

In the metal, further atoms add three-centre terms, and the density, magnetism and orbital shapes differ from those of free atoms. The numbers above describe two superposed free-atom potentials. They show the size and distance dependence of the integrals in that model and are not fitted band parameters. The numerical output lists the tabulated integrals $W_m$ at higher precision.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/(2 m_e) = 3.809982 eV angstrom^2
e^2/(4 pi eps0) = 14.399645 eV angstrom
Slater tests against Mulliken sums: 52 integrals, R = 2.0 angstrom
  largest error, overlap: 2.2e-16
  largest error, 1/r_a: 2.2e-16 1/angstrom
s-p sigma overlap: -0.28396599; exchanged p-s: 0.28396599
Cartesian sum, 25 d-d pairs, zeta 3 and 2 per angstrom, R = 2.5 angstrom
  largest deviation from quadrature: 5.5e-07
Equal-exponent 3d overlaps S = exp(-p) Q(p), p = zeta R:
  Q_sigma = p**6/315 - p**5/315 - 2*p**4/35 - 2*p**3/21 + 5*p**2/21 + p + 1
  Q_pi = -p**5/105 - p**4/21 - p**3/21 + 2*p**2/7 + p + 1
  Q_delta = p**4/105 + 2*p**3/21 + 3*p**2/7 + p + 1
Slater 3d: zeta = 3.0 1/angstrom, R = 2.5 angstrom, p = 7.5
  S_sigma: closed 0.1607191575, quadrature 0.1607191575, table error 5.5e-09
  S_pi: closed -0.2058535581, quadrature -0.2058535581, table error 4.5e-09
  S_delta: closed 0.0569232458, quadrature 0.0569232458, table error 1.1e-09
Points per dimension, error of Slater S_sigma, Co W_sigma at 2.5 angstrom:
  n = 10: 8.2e-06, -0.654833 eV
  n = 20: 2.8e-10, -0.689268 eV
  n = 40: 3.2e-15, -0.689374 eV
  n = 80: 0.0e+00, -0.689374 eV
Radial grid: 90 points, outer radius 16.0 angstrom
Co atom: total energy -37491.10 eV, |virial ratio - 1| = 7.4e-14
Co levels: 3d -7.4601 eV, 4s -4.5924 eV
Co 3d mean radius: 0.5668 angstrom
3d-4s sigma overlap at 2.5 angstrom: 0.057580
3d-4s <a|H|b>: right -1.157153 eV, left -1.157153 eV
Co 3d-3d overlap S (sigma, pi, delta):
  R = 2.0 angstrom: 0.051781, -0.061345, 0.020663
  R = 2.5 angstrom: 0.031985, -0.029505, 0.007809
  R = 3.0 angstrom: 0.018455, -0.013916, 0.003047
  R = 3.5 angstrom: 0.010217, -0.006510, 0.001218
Co 3d-3d W = <a|V_A|b> in eV (sigma, pi, delta):
  R = 2.0 angstrom: -1.79947, 1.31712, -0.29957
  R = 2.5 angstrom: -0.68937, 0.42880, -0.08229
  R = 3.0 angstrom: -0.27471, 0.14846, -0.02471
  R = 3.5 angstrom: -0.11253, 0.05371, -0.00791
W at 2.5 angstrom in J: -1.1045e-19, 6.8702e-20, -1.3184e-20
\end{verbatim}
